# Four Legendre representations and the Maxwell relations of chemical reactivity: test program

```python
"""
Legendre representations of density functional theory, tested on a lattice.

Result under test, at fixed temperature (E is the Helmholtz free energy):
  E[N,v]      dE = mu dN + sum n_i dv_i
  Omega[mu,v] dOmega = -N dmu + sum n_i dv_i
  F[n]        dF/dn_i = mu - v_i
  R[m,sigma]  dR = -N dm - N sum v_i dsigma_i,  m = mu - sum sigma_i v_i
together with the Maxwell relations from their mixed second derivatives.

Symbols: v site potentials, n site densities, N = sum n, sigma = n/N,
u = v - mu, softness kernel = -dn_i/du_j, hardness kernel = d2F/dn_i dn_j.
Model: three-site chain with hopping and on-site and neighbour repulsion,
diagonalized in the full 64-state Fock space. Energies are in eV.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.special import entr, logsumexp

HOP, U_SITE, V_NEAR, KT = 1.0, 4.0, 1.0, 0.5
N_REF = 2.4
V_REF = np.array([-1.0, 0.0, 0.5])
STEP = 2e-4
COARSE_STEP = 2e-3
TANGENTS = np.array([[1.0, -1.0, 0.0], [0.0, 1.0, -1.0]])


def annihilator(mode):
    """Jordan-Wigner matrix of one of the six spin orbitals."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = np.eye(1)
    for k in range(6):
        factor = parity if k < mode else lower if k == mode else np.eye(2)
        result = np.kron(result, factor)
    return result


ops = [annihilator(k) for k in range(6)]
spin_occ = np.array([np.diag(a.T @ a) for a in ops])
site_occ = spin_occ[0::2] + spin_occ[1::2]
number = site_occ.sum(axis=0)
repulsion = U_SITE * (spin_occ[0::2] * spin_occ[1::2]).sum(axis=0)
repulsion = repulsion + V_NEAR * (site_occ[0] * site_occ[1]
                                  + site_occ[1] * site_occ[2])
H0 = np.diag(repulsion)
for site in range(2):
    for spin in range(2):
        hop = ops[2 * site + spin].T @ ops[2 * site + 2 + spin]
        H0 = H0 - HOP * (hop + hop.T)


def thermal(u, kt=KT):
    """Grand potential, densities, <H0>-TS, softness kernel, var(N)."""
    levels, vec = np.linalg.eigh(H0 + np.diag(u @ site_occ))
    log_z = logsumexp(-levels / kt)
    p = np.exp(-levels / kt - log_z)
    weights = (vec ** 2) @ p
    n = site_occ @ weights
    intrinsic = p @ np.sum(vec * (H0 @ vec), axis=0) - kt * entr(p).sum()
    gap = np.abs(levels[:, None] - levels[None, :])
    safe = np.where(gap == 0.0, 1.0, gap)
    ratio = np.where(gap == 0.0, 1 / kt, -np.expm1(-safe / kt) / safe)
    ratio = ratio * np.maximum.outer(p, p)
    mats = [vec.T @ (occ[:, None] * vec) for occ in site_occ]
    kernel = np.array([[np.sum(ratio * a * b) for b in mats] for a in mats])
    kernel = kernel - np.outer(n, n) / kt
    variance = number ** 2 @ weights - (number @ weights) ** 2
    return -kt * log_z, n, intrinsic, kernel, variance


def find_mu(N, v, kt=KT):
    return brentq(lambda mu: thermal(v - mu, kt)[1].sum() - N,
                  -20.0, 20.0, xtol=1e-13, rtol=1e-14)


def rep_E(N, v):
    """E, mu and the densities as functions of N and v."""
    mu = find_mu(N, v)
    _, n, intrinsic, _, _ = thermal(v - mu)
    return np.array([intrinsic + v @ n, mu, *n])


def rep_Omega(mu, v):
    """Omega, N and the densities as functions of mu and v."""
    omega, n, _, _, _ = thermal(v - mu)
    return np.array([omega, n.sum(), *n])


mu_ref = find_mu(N_REF, V_REF)
u_ref = V_REF - mu_ref


def rep_F(n_target):
    """F and u as functions of the densities (Newton inversion)."""
    u = u_ref.copy()
    for _ in range(40):
        _, n, _, kernel, _ = thermal(u)
        error = n - n_target
        u = u + np.linalg.solve(kernel, error)
        if np.max(np.abs(error)) < 1e-10:
            # The step just taken brings the error down to rounding level.
            return np.array([thermal(u)[2], *u])
    raise RuntimeError("density inversion did not converge")


def rep_F_shape(N, sigma):
    """F, m and N v.d for both tangents d, as functions of N and sigma."""
    result = rep_F(N * sigma)
    u = result[1:]
    return np.array([result[0], -sigma @ u, *(N * TANGENTS @ u)])


def rep_R(m, sigma):
    """R, N and N v.d for both tangents d, as functions of m and sigma."""
    N = brentq(lambda x: rep_F_shape(x, sigma)[1] - m,
               N_REF - 0.02, N_REF + 0.02, xtol=1e-13, rtol=1e-14)
    F, _, *moments = rep_F_shape(N, sigma)
    return np.array([F - N * m, N, *moments])


def slope(function, step=STEP):
    """Fourth-order central difference at zero displacement."""
    inner = function(step) - function(-step)
    outer = function(2 * step) - function(-2 * step)
    return (8 * inner - outer) / (12 * step)


def close(a, b, tol=5e-7):
    """Tolerance covers difference error and root-finder noise / STEP."""
    return np.allclose(a, b, rtol=0.0, atol=tol)


def show(label, values, unit=""):
    text = " ".join(f"{x:.5f}" for x in np.ravel(values))
    print(f"{label}: {text} {unit}".rstrip())


axes = np.eye(3)
omega_ref, n_ref, F_ref, soft, var_N = thermal(u_ref)
E_ref = F_ref + V_REF @ n_ref
sigma_ref = n_ref / N_REF
v_mean = sigma_ref @ V_REF
m_ref = mu_ref - v_mean
hard = np.linalg.inv(soft)

# Variational construction of F and strict concavity of Omega in u.
assert close(omega_ref, E_ref - mu_ref * N_REF, 1e-10)
assert np.linalg.eigvalsh(soft).min() > 0
rng = np.random.default_rng(3)
for _ in range(20):
    trial = u_ref + rng.normal(scale=0.5, size=3)
    assert thermal(trial)[0] - trial @ n_ref < F_ref

# Representation E[N,v].
E_by_N = slope(lambda x: rep_E(N_REF + x, V_REF))
E_by_v = np.array([slope(lambda x: rep_E(N_REF, V_REF + x * e))
                   for e in axes])
eta, fukui = E_by_N[1], E_by_N[2:]
response = E_by_v[:, 2:].T
assert close(E_by_N[0], mu_ref) and close(E_by_v[:, 0], n_ref)
assert close(fukui, E_by_v[:, 1])
assert close(response, response.T)

# Representation Omega[mu,v].
O_by_mu = slope(lambda x: rep_Omega(mu_ref + x, V_REF))
O_by_v = np.array([slope(lambda x: rep_Omega(mu_ref, V_REF + x * e))
                   for e in axes])
S, local_soft = O_by_mu[1], O_by_mu[2:]
assert close(O_by_mu[0], -N_REF) and close(O_by_v[:, 0], n_ref)
assert close(local_soft, -O_by_v[:, 1])
assert close(-O_by_v[:, 2:].T, soft)
assert close(S * eta, 1.0) and close(local_soft, S * fukui)
assert close(soft.sum(axis=1), local_soft) and close(local_soft.sum(), S)
assert close(response, -soft + np.outer(local_soft, local_soft) / S)
assert close(S, var_N / KT)

# Representation F[n].
F_by_n = np.array([slope(lambda x: rep_F(n_ref + x * e)) for e in axes])
hard_fd = -F_by_n[:, 1:].T
assert close(F_by_n[:, 0], mu_ref - V_REF)
assert close(hard_fd, hard_fd.T) and close(hard_fd, hard)
assert close(hard_fd @ fukui, eta)


# The same functional in the coordinates N and sigma.
def shape_slopes(step):
    by_N = slope(lambda x: rep_F_shape(N_REF + x, sigma_ref), step)
    by_s = np.array([slope(lambda x: rep_F_shape(N_REF, sigma_ref + x * d),
                           step) for d in TANGENTS])
    return by_N, by_s, np.max(np.abs(by_s[:, 1] + by_N[2:]))


F_by_N, F_by_s, mismatch = shape_slopes(STEP)
mismatch_coarse = shape_slopes(COARSE_STEP)[2]
kappa = F_by_N[1]
moments_ref = N_REF * TANGENTS @ V_REF
assert close(F_by_N[0], m_ref)
assert close(F_by_s[:, 0], -moments_ref)
assert close(F_by_s[:, 1], -F_by_N[2:])
assert mismatch < mismatch_coarse
assert close(F_by_s[0, 3], F_by_s[1, 2])
assert close(kappa, sigma_ref @ hard @ sigma_ref)
assert close(eta, fukui @ hard @ fukui) and kappa > eta

# Representation R[m,sigma].
R_ref = rep_R(m_ref, sigma_ref)[0]
R_by_m = slope(lambda x: rep_R(m_ref + x, sigma_ref))
R_by_s = np.array([slope(lambda x: rep_R(m_ref, sigma_ref + x * d))
                   for d in TANGENTS])
assert close(R_ref, omega_ref)
assert close(R_by_m[0], -N_REF) and close(R_by_m[1], 1 / kappa)
assert close(R_by_s[:, 0], -moments_ref)
assert close(R_by_s[:, 1], R_by_m[2:])


# F - N mu with the zero of v pinned at the last site is not natural.
def pinned(N):
    F, *u = rep_F(N * sigma_ref)
    mu = V_REF[2] - u[2]
    return np.array([F - N * mu, mu])


pinned_by_N = slope(lambda x: pinned(N_REF + x))
pinned_slope = pinned_by_N[0] / pinned_by_N[1]
dN_dmu_pinned = 1 / (hard[2] @ sigma_ref)
pinned_formula = -N_REF - v_mean * dN_dmu_pinned
assert close(pinned_slope, pinned_formula, 5e-6)
assert abs(pinned_slope + N_REF) > 0.01

# Finite change of one site potential at fixed N.
dv = 0.1
dmu_linear = fukui[0] * dv
dmu_full = find_mu(N_REF, V_REF + dv * axes[0]) - mu_ref
assert abs(dmu_linear - dmu_full) < 0.005

# Low temperature: straight line between the neighbouring integers.
kt_low = 0.01
mu_low = find_mu(N_REF, V_REF, kt_low)
_, _, _, soft_low, var_low = thermal(V_REF - mu_low, kt_low)
eta_low = 1 / soft_low.sum()
x_frac = N_REF - np.floor(N_REF)
eta_line = kt_low / (x_frac * (1 - x_frac))
H_full = H0 + np.diag(V_REF @ site_occ)
ground = []
for count in range(1, 5):
    index = np.flatnonzero(np.round(number) == count)
    ground.append(np.linalg.eigvalsh(H_full[np.ix_(index, index)])[0])
energy_step = ground[2] - ground[1]
assert abs(eta_low / eta_line - 1) < 1e-3
assert abs(mu_low - energy_step) < 0.05

show("hopping, on-site and neighbour repulsion", [HOP, U_SITE, V_NEAR], "eV")
show("kT", KT, "eV")
show("site potentials v", V_REF, "eV")
show("electron number N", N_REF)
show("chemical potential mu", mu_ref, "eV")
show("electronegativity -mu", -mu_ref, "eV")
show("site densities n", n_ref)
show("shape sigma", sigma_ref)
show("shape-averaged potential <v>", v_mean, "eV")
show("m = mu - <v>", m_ref, "eV")
show("E", E_ref, "eV")
show("Omega", omega_ref, "eV")
show("F", F_ref, "eV")
show("R (from its own variables)", R_ref, "eV")
show("dE/dN at fixed v", E_by_N[0], "eV")
show("dOmega/dmu at fixed v", O_by_mu[0])
show("dF/dn_i", F_by_n[:, 0], "eV")
show("mu - v_i", mu_ref - V_REF, "eV")
show("dR/dm at fixed sigma", R_by_m[0])
show("hardness eta", eta, "eV")
show("softness S", S, "1/eV")
show("number variance", var_N)
show("Fukui: dn_i/dN at fixed v", fukui)
show("Fukui: dmu/dv_i at fixed N", E_by_v[:, 1])
show("local softness: dn_i/dmu at fixed v", local_soft, "1/eV")
show("local softness: -dN/dv_i at fixed mu", -O_by_v[:, 1], "1/eV")
for i in range(3):
    show(f"softness kernel row {i + 1}", soft[i], "1/eV")
for i in range(3):
    show(f"response at fixed N row {i + 1}", response[i], "1/eV")
for i in range(3):
    show(f"hardness kernel row {i + 1}", hard_fd[i], "eV")
show("hardness kernel times Fukui", hard_fd @ fukui, "eV")
show("fixed-shape hardness kappa", kappa, "eV")
show("dN/dm at fixed sigma", R_by_m[1], "1/eV")
print("tangent directions: d1 = (1,-1,0), d2 = (0,1,-1)")
show("N v.d for d1, d2", moments_ref, "eV")
show("dm/dlambda at fixed N, d1 d2", F_by_s[:, 1], "eV")
show("-d(N v.d)/dN at fixed sigma, d1 d2", -F_by_N[2:], "eV")
print(f"their mismatch at steps {COARSE_STEP:g} and {STEP:g}: "
      f"{mismatch_coarse:.1e} {mismatch:.1e} eV")
show("dN/dlambda at fixed m, d1 d2", R_by_s[:, 1])
show("d(N v.d)/dm at fixed sigma, d1 d2", R_by_m[2:])
show("pinned zero: dN/dmu at fixed sigma", dN_dmu_pinned, "1/eV")
show("pinned zero: slope of F - N mu", pinned_slope)
show("pinned zero: slope from formula", pinned_formula)
show("change of v_1", dv, "eV")
show("change of mu, linear and full", [dmu_linear, dmu_full], "eV")
show("low kT", kt_low, "eV")
show("low-kT number variance", var_low)
show("low-kT hardness, computed and limit law", [eta_low, eta_line], "eV")
show("low-kT mu", mu_low, "eV")
show("ground energies for 1, 2, 3, 4 electrons", ground, "eV")
show("ground-energy step from 2 to 3 electrons", energy_step, "eV")
print("finished without a failed check")
```

Printed output:

```
hopping, on-site and neighbour repulsion: 1.00000 4.00000 1.00000 eV
kT: 0.50000 eV
site potentials v: -1.00000 0.00000 0.50000 eV
electron number N: 2.40000
chemical potential mu: 1.62471 eV
electronegativity -mu: -1.62471 eV
site densities n: 1.02107 0.61829 0.76064
shape sigma: 0.42544 0.25762 0.31693
shape-averaged potential <v>: -0.26698 eV
m = mu - <v>: 1.89169 eV
E: -2.00095 eV
Omega: -5.90025 eV
F: -1.36020 eV
R (from its own variables): -5.90025 eV
dE/dN at fixed v: 1.62471 eV
dOmega/dmu at fixed v: -2.40000
dF/dn_i: 2.62471 1.62471 1.12471 eV
mu - v_i: 2.62471 1.62471 1.12471 eV
dR/dm at fixed sigma: -2.40000
hardness eta: 1.84302 eV
softness S: 0.54259 1/eV
number variance: 0.27129
Fukui: dn_i/dN at fixed v: 0.26497 0.34076 0.39427
Fukui: dmu/dv_i at fixed N: 0.26497 0.34076 0.39427
local softness: dn_i/dmu at fixed v: 0.14377 0.18489 0.21393 1/eV
local softness: -dN/dv_i at fixed mu: 0.14377 0.18489 0.21393 1/eV
softness kernel row 1: 0.15248 -0.02235 0.01364 1/eV
softness kernel row 2: -0.02235 0.26301 -0.05577 1/eV
softness kernel row 3: 0.01364 -0.05577 0.25605 1/eV
response at fixed N row 1: -0.11438 0.07134 0.04304 1/eV
response at fixed N row 2: 0.07134 -0.20001 0.12867 1/eV
response at fixed N row 3: 0.04304 0.12867 -0.17171 1/eV
hardness kernel row 1: 6.65550 0.51407 -0.24264 eV
hardness kernel row 2: 0.51407 4.02593 0.84951 eV
hardness kernel row 3: -0.24264 0.84951 4.10338 eV
hardness kernel times Fukui: 1.84302 1.84302 1.84302 eV
fixed-shape hardness kappa: 2.07001 eV
dN/dm at fixed sigma: 0.48309 1/eV
tangent directions: d1 = (1,-1,0), d2 = (0,1,-1)
N v.d for d1, d2: -2.40000 -1.20000 eV
dm/dlambda at fixed N, d1 d2: 4.26874 0.76156 eV
-d(N v.d)/dN at fixed sigma, d1 d2: 4.26874 0.76156 eV
their mismatch at steps 0.002 and 0.0002: 2.2e-06 2.5e-10 eV
dN/dlambda at fixed m, d1 d2: -2.06218 -0.36790
d(N v.d)/dm at fixed sigma, d1 d2: -2.06218 -0.36790
pinned zero: dN/dmu at fixed sigma: 0.70615 1/eV
pinned zero: slope of F - N mu: -2.21147
pinned zero: slope from formula: -2.21147
change of v_1: 0.10000 eV
change of mu, linear and full: 0.02650 0.02629 eV
low kT: 0.01000 eV
low-kT number variance: 0.24000
low-kT hardness, computed and limit law: 0.04167 0.04167 eV
low-kT mu: 1.83557 eV
ground energies for 1, 2, 3, 4 electrons: -1.75941 -1.97999 -0.13343 3.85405 eV
ground-energy step from 2 to 3 electrons: 1.84656 eV
finished without a failed check
```
